Band velocity and the motion of k under a uniform force, part 2

A spinless particle of mass m moves in a local lattice-periodic potential V under a uniform force F (−e𝓔 for an electron in field 𝓔): H = H0 − F·r, H0 = p²/2m + V, p = −iħ∇. We seek its velocity while it stays nearly in one band n. Units are eV, nm and fs; a program computed the numbers.

Bloch states are ψ = e^{ik·r}u with u periodic; |n⟩ = u_n(k) has energy E_n. R and G are lattice and reciprocal lattice vectors, a the lattice constant; c_G and V_G are plane-wave coefficients of u and V:

H(k) u = E u,   H(k) = e^{−ik·r} H0 e^{ik·r} = (p + ħk)²/2m + V.   (2)

Σ_G' [ ħ²|k + G|²/2m δ_GG' + V_{G−G'} ] c_G' = E c_G,   Σ_G |c_G|² = 1.   (3)

⟨v⟩_nk = ∇_k E_n(k)/ħ = Σ_G |c_G|² ħ(k + G)/m.   (6)

In one dimension G = 2π/a and, with current j and N = ∫_0^a |ψ|² dx,

⟨v⟩ = j a / N.   (7)

For degenerate states |i⟩, a branch Σ_j b_j|j⟩ has slope s along unit vector e:

Σ_j ħ⟨i|e·v|j⟩ b_j = s b_i.   (8)

With (T_Rψ)(r) = ψ(r + R) and crystal-momentum distribution P(k),

T_R H T_R⁻¹ = H − F·R.   (9)

⟨T_R⟩(t) = e^{iF·R t/ħ}⟨T_R⟩(0)

k(t) = k0 + Ft/ħ,   ħ dk/dt = F   (k modulo G).   (11)

P(k, t) = P(k − Ft/ħ, 0).   (12)

d⟨p⟩/dt = F − ⟨∇V⟩,   (13)

iħ∂_t u = H(k(t)) u.   (14)

Statement (B): (11) holds at any force strength. With v(k) = (p + ħk)/m and v_mn = ⟨m|v(k)|n⟩,

⟨m|∇n⟩ = ħ v_mn/(E_n − E_m).   (15)

Relative to band n, band m has amplitude a_m = ā_m + ρ_m (steady part plus transient). With Δ_m = E_m − E_n, S_m = iħ⟨m|ṅ⟩ and phases with ⟨l|l̇⟩ = 0, to first order in constant F,

ā_m = S_m/Δ_m = −iħ F·v_mn/(E_m − E_n)².   (16)

a_m(t) = ā_m(k(t)) + [a_m(0) − ā_m(k0)] exp(−(i/ħ)∫_0^t Δ_m dt').   (17)

Condition (C) is ħ|F·v_mn| ≪ (E_m − E_n)² for every other band m.

The velocity in the state |n⟩ + Σ ā_m|m⟩ is, to first order, v_nn + Σ_m (ā_m v_nm + ā_m* v_mn) = v_nn + 2 Re Σ_m ā_m v_nm, because v_mn = v_nm*. The norm changes only at second order. With Re(−iz) = Im z, component α is

⟨v^α⟩ = ∂_αE_n(k(t))/ħ + δv^α,   δv^α = 2ħ Σ_{m≠n} Im[ v^α_nm (F·v_mn) ]/(E_m − E_n)².   (18)

Contracting with F puts |F·v_mn|² in the bracket, which is real, so F·δv = 0. The first-order correction from the steady admixture ā_m is perpendicular to the force and vanishes in one dimension. It also vanishes in any dimension when this spinless model has an inversion centre: with the origin there the V_G are real, the matrix (3) and its eigenvectors are real, and so are all v_mn. A transient ρ_m adds 2 Re Σ_m ρ_m v_nm, which is also first order in F, oscillates at the frequencies Δ_m/ħ and has a component along F, in one dimension and with an inversion centre as well.

In two dimensions define the Berry curvature Ω = −2 Im⟨∂_x n|∂_y n⟩ and insert Σ_m|m⟩⟨m|. The term m = n is real, since normalization makes ⟨n|∂n⟩ purely imaginary and the term is a product of two such factors. The others follow from (15), giving Ω = −2ħ² Σ Im[v^x_nm v^y_mn]/Δ_m². Complex conjugation of the bracket flips the sign of the imaginary part and exchanges the index order, so Ω = 2ħ² Σ Im[v^y_nm v^x_mn]/Δ_m². Comparing with (18) for F along x,

δv^y = F Ω/ħ.   (19)

This is the anomalous velocity. It is of the same order in F as a linear-response current, so a code that computes transverse response cannot drop it on grounds of order. Symmetry can still cancel it in a sum over states. In the present model u_n(−k) can be taken as u_n(k)*, which gives Ω(−k) = −Ω(k), so the contributions of k and −k cancel when both are equally occupied, as in equilibrium.

A.9 One dimension: Bloch oscillation

For one band and constant F, dx/dt = (1/ħ) dE/dk and dk = F dt/ħ give dx = dE/F:

Δx(t) = [E(k0 + Ft/ħ) − E(k0)]/F.   (20)

For a packet (20) is averaged over P(k0). This is allowed because p commutes with T_R, so ⟨p⟩ has no cross terms between different k. The motion repeats when k has advanced by G,

T_B = ħG/F = 2πħ/(Fa).   (21)

For a band with its minimum at k = 0 and width W = E(G/2) − E(0), a start at k0 = 0 gives the largest excursion W/F, at T_B/2. In the one-band approximation ⟨p⟩ returns to its starting value after T_B, so by (13) the lattice has delivered the impulse −F T_B = −ħG.

An exact relation measures the error of (20). H is conserved, so Δ⟨x⟩ = Δ⟨H0⟩/F. H0 is diagonal in the Bloch states, so if a fraction p_m(k) of the slice at k is in band m, then ⟨H0⟩ = ∫P(k)[E_n + Σ_m p_m Δ_m]dk. By (12) the first part reproduces the averaged (20). For a packet that starts purely in band n,

Δ⟨x⟩ − Δx(one band) = (1/F) ∫ P(k, t) Σ_m p_m Δ_m dk.   (22)

With p_m ≈ |ā_m|² this is proportional to F, while (20) is proportional to 1/F. The change of the steady part is the effect of a second-order velocity acting for a time of order 1/F, and it does not conflict with (18). After a sudden switch-on the transient of (17) adds to p_m, and its oscillating first-order velocity builds a displacement of order F within a time of order ħ/Δ_m.

A.10 Worked example in one dimension

The model has round parameters: electron mass, a = 0.5 nm, V = −2U cos(Gx) with U = 1 eV, so V_{±G} = −U and G = 12.56637 nm⁻¹. The constants are ħ = 0.658212 eV fs and ħ²/2m = 0.038100 eV nm².

Velocity at k = G/4 = 3.14159 nm⁻¹. For band 0, E = −0.02818 eV and a central difference of eigenvalues gives dE/dk = 0.171642 eV nm, so

dE/dk/ħ = 0.171642/0.658212 = 0.26077 nm/fs = 2.6077 × 10⁵ m/s.

The sum in (6) runs over q = k + nG. Weight times ħq/m, in nm/fs:

n = −2:  0.000237 × (−2.54586) = −0.00060
n = −1:  0.080591 × (−1.09108) = −0.08793
n =  0:  0.908866 × 0.36369 = 0.33055
n =  1:  0.010294 × 1.81847 = 0.01872
n =  2:  0.000011 × 3.27325 = 0.00004

Added before rounding, these give 0.26077 nm/fs. The free-particle value is the n = 0 velocity, 0.36369 nm/fs. The reduction is 0.103 nm/fs. Moving 8 percent of the weight from n = 0 to the backward wave n = −1 lowers the velocity by 0.0806 × (0.36369 + 1.09108) = 0.117 nm/fs, and the weight in n = 1 gives 0.015 nm/fs back. The current formula (7) gives 0.260770 nm/fs. For bands 1 and 2, at 3.61010 eV and 9.46509 eV, slope and current both give −0.975660 and 1.802798 nm/fs. The program asserts the agreement of slope, sum and current for all three bands. It also asserts the operator identity behind (2) symbolically, relation (15) for bands 0 and 1, the periodicity and evenness of E, and the zero velocity of band 0 at centre and edge.

The band runs from E0(0) = −0.31780 eV to E0(G/2) = 0.42768 eV, so W = 0.74548 eV. The gap at the edge is 2.41399 − 0.42768 = 1.9863 eV.

Weak force. Take F = 0.1 eV/nm along +x, which for an electron is a field of 1.0 × 10⁸ V/m along −x. Weak refers to condition (C) in this model. The field is above the breakdown field of silicon, about 3 × 10⁷ V/m, and in a real crystal the oscillation below survives only if T_B is shorter than the scattering time. Then

dk/dt = 0.1/0.658212 = 0.15193 nm⁻¹ fs⁻¹,

T_B = 2π × 0.658212/(0.1 × 0.5) = 82.713 fs,

W/F = 0.74548/0.1 = 7.4548 nm.

The comparison is with a packet of band 0 centred on k0 = 0, with amplitude exp(−k²σ²) and σ = 2 nm. It is evolved by diagonalizing p²/2m + V − Fx on a real-space grid in a finite box, with the force switched on suddenly. The program asserts (9) on the grid matrix, the phase law of ⟨T_a⟩ and the rigid shift (12) at several times. Away from the walls the grid Hamiltonian has the translation property (9) itself, so these tests probe the sign, the factor and the harmlessness of the walls. At T_B/4 the phase of ⟨T_a⟩ divided by a gives a shift of 3.14159 nm⁻¹, which is G/4. The mechanical momentum at that time is ⟨p⟩/ħ = 2.2423 nm⁻¹. At T_B it is 0.0003 nm⁻¹, while k has advanced by 12.566 nm⁻¹. The one-band value at T_B is zero, and the residue is 2 × 10⁻⁵ of G. Its size and sign depend on the box: propagating the slices by (14), which has no walls, gives −0.0006 nm⁻¹ (a value the program does not print), so only the order of magnitude is meaningful. As a conjecture, it comes from the small upper-band transient of (17), part of which reaches the walls.

Displacement and velocity, packet against the averaged band formula:

t = 0.25 T_B:  Δx 2.8880 and 2.8878 nm,  v 0.2596 and 0.2596 nm/fs
t = 0.50 T_B:  Δx 7.3887 and 7.3858 nm,  v 0.0000 and 0.0000 nm/fs
t = 0.75 T_B:  Δx 2.8880 and 2.8878 nm,  v −0.2596 and −0.2596 nm/fs
t = 1.00 T_B:  Δx 0.0000 and 0.0000 nm,  v 0.0000 and 0.0000 nm/fs

The program asserts agreement in all four rows. The band formula at T_B/2 lies below W/F because a slice starting at k0 ≠ 0 contributes E(G/2 + k0) − E(k0), which is less than W for a band with extremes at 0 and G/2.

The admixture at the zone edge follows from (16) with ħ|v_10| = 0.48529 eV nm:

|ā_1| = 0.1 × 0.48529/1.9863² = 0.01230,   |ā_1|² = 1.513 × 10⁻⁴.

This equals the printed sum over all upper bands, 1.513 × 10⁻⁴, so band 1 accounts for it to these digits. Averaged over the packet the formula gives 1.451 × 10⁻⁴, and the propagated packet has 1.458 × 10⁻⁴ outside band 0 at T_B/2, which is 0.5 percent above the formula value. At T_B the population outside band 0 has fallen to 5.9 × 10⁻⁷, so the admixture at the edge was almost wholly returned. Equation (17) predicts a residue at T_B from the admixture at k = 0 and from the switch-on transient, but not its size: at k = 0 bands 1 and 2 are split only by about 2U²/(ħ²G²/2m) ≈ 0.33 eV, with ħ|v_21| ≈ ħ²G/m ≈ 0.96 eV nm, so ħF|v_21|/(E_2 − E_1)² ≈ 0.9 and the transient is shared between them. The walls of the box change the residue as well. Without them, by (14), it is 2.1 × 10⁻⁷, spread over bands 1 to 4, while the value at T_B/2 stays 1.458 × 10⁻⁴ (values the program does not print). The program does not separate these contributions.

The packet overshoots the band formula at T_B/2 by 7.3887 − 7.3858 = 0.0029 nm, which is 0.04 percent of the displacement. Equation (22), with the whole admixture put in band 1 and the gap taken at its edge value, gives

1.458 × 10⁻⁴ × 1.9863/0.1 = 0.0029 nm.

This comparison is arithmetic on printed numbers and is not asserted. The comment in the program that justifies its tolerance quotes a different quantity, the field-induced polarization of about 0.006 nm. The second-order lowering of the band energy by the field takes back half of that displacement, which leaves the correction (22). The output and (22) agree on 0.0029 nm.

Strong force. At F = 2 eV/nm, T_B = 4.1357 fs and |ā_1| at the edge is twenty times larger, 0.246, so (C) is not well satisfied. After one period 0.0382 of the packet is outside band 0. Scaling by F² alone would turn 5.9 × 10⁻⁷ into 400 × 5.9 × 10⁻⁷ = 2.4 × 10⁻⁴, more than a hundred times less than is found (the wall-free residue would give 8 × 10⁻⁵). This is not the full first-order prediction: by (17) the residue at T_B is |ā_m(k0)|² times |1 − e^{−iφ_m}|², where φ_m contains (1/F)∫Δ_m dk over the zone, and this factor, between 0 and 4, differs between the two forces. An upper bound is enough to decide. Formula (16) at the starting k, summed over the upper bands and averaged over the packet, gives 1.17 × 10⁻⁴ at this force (a value the program does not print), so (17) allows a residue of at most 4.7 × 10⁻⁴. The loss found is about eighty times larger and therefore lies beyond (16) and (17). Statement (B) is untouched. The shift at T_B/4 is again 3.14159 nm⁻¹, the asserted tests of ⟨T_a⟩ and of (12) hold, and the slice that starts at k = 0, propagated for one period by (14), matches the Fourier components of the grid wave function with an error of 4 × 10⁻⁹ relative to the norm of the slice. At this force k may still be moved by (11), but the state must be propagated with (14) in several bands.

A.11 Two-dimensional cases

Both cases use a square lattice with the same a, and V_(±1,0) = V_(0,±1) = −U, where (i, j) labels the reciprocal vector G(i, j).

Crossing. With these components alone the potential is separable, E = ε_a(k_x) + ε_b(k_y), and on the diagonal k_x = k_y the levels (a, b) = (0, 1) and (1, 0) are degenerate. At k = (0.2, 0.2)G they lie at 3.90687 eV. One-sided differences along x give slopes over ħ of −1.07698 and 0.22066 nm/fs, and the eigenvalues of the v_x block are −1.07698 and 0.22066 nm/fs, as (8) requires. The equal mixture of the two eigenvectors has

v_x = (−1.07698 + 0.22066)/2 = −0.42816 nm/fs,

which is neither slope and has the wrong sign for the second branch. The program asserts that the eigenvalues equal the slopes and that the mixture differs from both slopes by more than 0.1 nm/fs.

No inversion centre. Add V_(1,1) = 0.5i eV and its complex conjugate at (−1, −1). A shift of origin by r0 multiplies V_G by e^{iG·r0}, which leaves the ratio V_(1,1)/(V_(1,0)V_(0,1)) unchanged. The ratio is imaginary here, so no origin makes all V_G real and the lattice has no inversion centre. At k = (0.3, 0.15)G the lowest level is E0 = −0.17972 eV, and both ∇E/ħ by differences and ⟨p⟩/m come out as (0.278855, 0.166018) nm/fs.

To test (16) and (18), the pure Bloch state is propagated by (14) for 30 fs while a force along x rises smoothly, as an error function of time constant 3 fs, to F = 10⁻⁴ eV/nm. The force is small so that second-order terms stay below the signal. At the end the vector of amplitudes a_m has norm 3.0914 × 10⁻⁶ both from the propagation and from (16), and the asserted comparison is of the complex vectors, phases included. The transverse correction is −1.1916 × 10⁻⁸ nm/fs from the propagation and −1.1915 × 10⁻⁸ nm/fs from (18). The longitudinal one is 5.3 × 10⁻¹¹ nm/fs, which is 0.4 percent of |δv^y|. It is a second-order term, as energy balance shows. By (14), d⟨H(k)⟩/dt = F·⟨v⟩, and under a steady force ⟨H(k)⟩ = E_0 + Σ_m |ā_m|²Δ_m to second order. The force therefore adds (1/ħ) ∂/∂k_x Σ_m |ā_m|²Δ_m to the velocity along x, which evaluates to 5.3 × 10⁻¹¹ nm/fs (a value the program does not print). From (19),

Ω = 0.658212 × (−1.1915 × 10⁻⁸)/10⁻⁴ = −7.843 × 10⁻⁵ nm².

This value is the formula result for δv^y restated, not a separate calculation of the curvature. It belongs to the final k, which the force has moved by 0.0023 nm⁻¹ along x from the starting point. At this force and this k the anomalous velocity is 7 × 10⁻⁸ of the band velocity v_y. It grows in proportion to F while (C) holds, and by the denominators in (18) it is favoured where a gap is small.

Numbers as computed

```
hbar = 0.658212 eV fs
hbar^2/2m = 0.038100 eV nm^2
a = 0.5 nm, U = 1.0 eV, G = 12.56637 1/nm
k = G/4 = 3.14159 1/nm
band 0: E = -0.02818 eV, dE/dk = 0.171642 eV nm
band 0: dE/dk/hbar = 0.260770, current v = 0.260770 nm/fs
band 1: E = 3.61010 eV, dE/dk = -0.642191 eV nm
band 1: dE/dk/hbar = -0.975660, current v = -0.975660 nm/fs
band 2: E = 9.46509 eV, dE/dk = 1.186623 eV nm
band 2: dE/dk/hbar = 1.802798, current v = 1.802798 nm/fs
band 0, n=-2: weight 0.000237, hbar q/m = -2.54586 nm/fs
band 0, n=-1: weight 0.080591, hbar q/m = -1.09108 nm/fs
band 0, n=0: weight 0.908866, hbar q/m = 0.36369 nm/fs
band 0, n=1: weight 0.010294, hbar q/m = 1.81847 nm/fs
band 0, n=2: weight 0.000011, hbar q/m = 3.27325 nm/fs
band 0 velocity at G/4 = 2.6077e+05 m/s
E0(0) = -0.31780, E0(G/2) = 0.42768, E1(G/2) = 2.41399 eV
bandwidth W = 0.74548 eV, gap at G/2 = 1.98630 eV
packet width sigma = 2.0 nm, start k0 = 0, band 0
weak F = 0.1 eV/nm, field magnitude = 1.0e+08 V/m
F/hbar = 0.15193 1/(nm fs), TB = 82.713 fs, W/F = 7.4548 nm
k shift at TB/4 from phase of <T_a> = 3.14159 1/nm
t = 0.25 TB: dx packet 2.8880, band formula 2.8878 nm
t = 0.25 TB: v packet 0.2596, band formula 0.2596 nm/fs
t = 0.50 TB: dx packet 7.3887, band formula 7.3858 nm
t = 0.50 TB: v packet 0.0000, band formula 0.0000 nm/fs
t = 0.75 TB: dx packet 2.8880, band formula 2.8878 nm
t = 0.75 TB: v packet -0.2596, band formula -0.2596 nm/fs
t = 1.00 TB: dx packet 0.0000, band formula 0.0000 nm
t = 1.00 TB: v packet 0.0000, band formula -0.0000 nm/fs
<p>/hbar at TB/4 = 2.2423 1/nm
<p>/hbar at TB = 0.0003 1/nm
hbar |v_10| at G/2 = 0.48529 eV nm
sum |a_m|^2 at G/2 = 1.513e-04
outside band 0 at TB/2: packet 1.458e-04, formula 1.451e-04
outside band 0 at TB = 5.9e-07
strong F = 2.0 eV/nm, TB = 4.1357 fs
strong: k shift at TB/4 = 3.14159 1/nm
strong: outside band 0 at TB = 0.0382
strong: slice error vs H(k(t)) = 4e-09
2D crossing at (0.2,0.2)G: E = 3.90687 eV
slopes/hbar -1.07698, 0.22066; vx eigenvalues -1.07698, 0.22066 nm/fs
vx of equal mixture = -0.42816 nm/fs
2D, V_(1,1) = 0.5i eV, k = (0.3,0.15)G: E0 = -0.17972 eV
grad E/hbar = (0.278855, 0.166018) nm/fs
<p>/m = (0.278855, 0.166018) nm/fs
ramped F = 1e-04 eV/nm along x, ramp time 3.0 fs, run 30.0 fs
|a|: propagated 3.0914e-06, formula 3.0914e-06
dv_y: propagated -1.1916e-08, formula -1.1915e-08 nm/fs
dv_x propagated = 5.3e-11 nm/fs
Omega = hbar dv_y/F = -7.8427e-05 nm^2
```
